# Energy Released When an Equibiaxially Stressed Film Debonds: a program that tests the result

```python
"""
Result under test: a film with equal in-plane stresses sigma that detaches and
relaxes completely releases g0 = (1-nu)*sigma^2*h/E per unit area.
E: Young's modulus, nu: Poisson ratio, h: film thickness, M = E/(1-nu).
g0 is the mean over complete detachment; the release rate G at a moving front
differs from it. For a round film of radius R still bonded inside radius r,
with a flat frictionless loose rim, G = g0*k*(1+k)/(s+k)^2, where
s = (r/R)^2 and k = (1+nu)/(1-nu).
SI units are used internally; stresses are positive in tension.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import jv
from scipy.constants import giga, mega, micro, nano

# Rough typical values for a porous organosilicate film on a silicon wafer
E, nu, sigma, h = 8 * giga, 0.25, 50 * mega, 500 * nano
R = 200 * micro
gamma_dry, gamma_humid = 3.0, 1.0
M_wafer, H_wafer = 180 * giga, 775 * micro
alpha_film, alpha_wafer = 12e-6, 2.6e-6
T_room, T_hot, T_cold = 25.0, 125.0, -40.0
gradient = 10 * mega
E_cu, nu_cu, sigma_cu, h_cu = 120 * giga, 0.34, 200 * mega, 500 * nano

M = E / (1 - nu)
strain0 = sigma / M
g0 = (1 - nu) * sigma**2 * h / E


def stiffness(young, poisson):
    """Three-dimensional isotropic stiffness for normal strains."""
    lam = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
    mu = young / (2 * (1 + poisson))
    return lam * np.ones((3, 3)) + 2 * mu * np.eye(3)


# Stored energy and two-stage unloading work from the 3D stiffness
for p in (0.0, 0.25, 0.4):
    C = stiffness(E, p)
    start = np.linalg.solve(C, [sigma, sigma, 0.0])
    density = 0.5 * start @ C @ start
    assert np.isclose(density, (1 - p) * sigma**2 / E, rtol=1e-10)
    # x and z become stress-free while the strain along y is held
    xz = np.linalg.solve(C[np.ix_([0, 2], [0, 2])], -C[[0, 2], 1] * start[1])
    middle = np.array([xz[0], start[1], xz[1]])
    path = [start, middle, np.zeros(3)]
    work = [0.5 * (C @ a + C @ b) @ (a - b) for a, b in zip(path, path[1:])]
    assert np.isclose(work[0], (1 - p**2) * sigma**2 / (2 * E), rtol=1e-10)
    assert np.isclose(work[1], (1 - p)**2 * sigma**2 / (2 * E), rtol=1e-10)
    assert np.isclose(sum(work), density, rtol=1e-10)


def ring_matrix(nodes, poisson):
    """Radial finite elements; energy = u.K.u/2 for unit E and thickness."""
    K = np.zeros((len(nodes), len(nodes)))
    for i, (a, b) in enumerate(zip(nodes, nodes[1:])):
        length, mid = b - a, (a + b) / 2
        radial = np.array([-1.0, 1.0]) / length
        hoop = np.array([0.5, 0.5]) / mid
        cross = np.outer(radial, hoop)
        block = (np.outer(radial, radial) + np.outer(hoop, hoop)
                 + poisson * (cross + cross.T))
        K[i:i + 2, i:i + 2] += (2 * np.pi * mid * length
                                / (1 - poisson**2) * block)
    return K


def round_film_energy(s, poisson):
    """Bonded disc plus loose rim, for unit E, thickness, R and misfit."""
    r = np.sqrt(s)
    K = ring_matrix(np.geomspace(r, 1.0, 301), poisson)
    u = np.empty(301)
    u[0] = r
    u[1:] = np.linalg.solve(K[1:, 1:], -K[1:, 0] * r)
    return np.pi * s / (1 - poisson) + 0.5 * u @ K @ u


def front_rate_numeric(s, poisson):
    """G/g0 by differencing the finite-element energy."""
    ds = 0.01 * min(s, 1 - s)
    slope = (round_film_energy(s + ds, poisson)
             - round_film_energy(s - ds, poisson)) / (2 * ds)
    return slope * (1 - poisson) / np.pi


def front_rate(s, poisson):
    """G/g0 from the derived formula."""
    k = (1 + poisson) / (1 - poisson)
    return k * (1 + k) / (s + k)**2


for p in (0.0, 0.25, 0.4):
    k = (1 + p) / (1 - p)
    for s in (0.01, 0.3, 0.7, 0.98):
        energy = np.pi / (1 - p) * (1 + k) * s / (s + k)
        assert np.isclose(round_film_energy(s, p), energy, rtol=1e-3)
        assert np.isclose(front_rate_numeric(s, p), front_rate(s, p),
                          rtol=2e-3)
    assert np.isclose(front_rate(1.0, p), work[0] / density if p == 0.4
                      else (1 + p) / 2, rtol=1e-10)
    assert np.isclose(front_rate_numeric(0.001, p), 2 / (1 + p), rtol=5e-3)

points, weights = np.polynomial.legendre.leggauss(6)
mean_rate = sum(w / 2 * front_rate_numeric((x + 1) / 2, nu)
                for x, w in zip(points, weights))
assert abs(mean_rate - 1) < 1e-3

# Interior patch: its rim is held, its tiny central hole is free
patch = np.geomspace(1e-3, 1.0, 401)
K = ring_matrix(patch, nu)
u = np.ones(401)
u[:-1] = np.linalg.solve(K[:-1, :-1], -K[:-1, -1])
patch_ratio = 0.5 * u @ K @ u * (1 - nu) / np.pi
assert abs(patch_ratio - 1) < 1e-3

# Finite wafer: minimise the energy over uniform strain and curvature
gauss = np.array([-1.0, 1.0]) / np.sqrt(3)
z = np.concatenate([gauss * H_wafer / 2, H_wafer / 2 + h / 2 + gauss * h / 2])
weight = np.sqrt(np.repeat([M_wafer * H_wafer / 2, M * h / 2], 2))
misfit = np.array([0.0, 0.0, strain0, strain0])
design = np.column_stack([np.ones(4), z / H_wafer])
fit = np.linalg.lstsq(design * weight[:, None], -misfit * weight,
                      rcond=None)[0]
parts = (weight * (misfit + design @ fit))**2
wafer_fraction = 4 * (M / M_wafer) * h / H_wafer
assert np.isclose(parts[:2].sum() / parts[2:].sum(), wafer_fraction, rtol=0.01)

# Linear stress gradient through the thickness
x, w = np.polynomial.legendre.leggauss(4)
gradient_energy = np.sum(w * h / 2 * (sigma + gradient * x)**2 / M)
gradient_fraction = gradient**2 / (3 * sigma**2)
assert np.isclose(gradient_energy / g0 - 1, gradient_fraction, rtol=1e-9)


def stress_at(T):
    return sigma + M * (alpha_wafer - alpha_film) * (T - T_room)


# Thermal stress from the 3D stiffness with free thickness expansion
C = stiffness(E, nu)
for T in (T_hot, T_cold):
    dT = T - T_room
    in_plane = strain0 + (alpha_wafer - alpha_film) * dT
    normal = -(C[2, 0] + C[2, 1]) * in_plane / C[2, 2]
    stress = C @ np.array([in_plane, in_plane, normal])
    assert np.isclose(stress[0], stress_at(T), rtol=1e-10)
g_hot, g_cold = [stress_at(T)**2 * h / M for T in (T_hot, T_cold)]

# Copper overlayer: detached pair kept flat, and separate relaxation
M_cu = E_cu / (1 - nu_cu)
g_cu = sigma_cu**2 * h_cu / M_cu
g_pair_flat = (sigma * h + sigma_cu * h_cu)**2 / (M * h + M_cu * h_cu)


def pair_energy(percent):
    e = percent / 100
    return (M * h * (strain0 + e)**2
            + M_cu * h_cu * (sigma_cu / M_cu + e)**2)


left = minimize_scalar(pair_energy, bounds=(-2, 2), method="bounded",
                       options={"xatol": 1e-9}).fun
assert np.isclose(pair_energy(0) - left, g_pair_flat, rtol=1e-6)
assert g_pair_flat < g0 + g_cu


def buckling_factor(width, thickness):
    """Axisymmetric critical load of the loose rim over its actual load."""
    r = R - width
    nodes = np.linspace(r, R, 161) / R
    K = ring_matrix(nodes, nu) * E * thickness**3 / 12 / R**2
    load = np.zeros_like(K)
    k = (1 + nu) / (1 - nu)
    for i, (a, b) in enumerate(zip(nodes, nodes[1:])):
        mid = (a + b) / 2
        compression = (sigma * thickness * r**2 / (r**2 + k * R**2)
                       * (1 / mid**2 - 1))
        load[i:i + 2, i:i + 2] += (2 * np.pi * mid * (b - a)
                                   * compression * 0.25)
    scale = K[1, 1]
    top = eigh(load[1:, 1:] / scale, K[1:, 1:] / scale, eigvals_only=True)[-1]
    return 1 / top


def buckling_width(thickness):
    return brentq(lambda f: np.log(buckling_factor(f * R, thickness)),
                  0.001, 0.6, xtol=1e-7) * R


def narrow_rim_width(thickness):
    root = brentq(lambda q: jv(-1 / 3, q), 1.5, 2.2)
    number = (1.5 * root)**2
    return (number * E * thickness**2 * R
            / (12 * (1 - nu**2) * (1 - nu) * sigma))**(1 / 3)


assert np.isclose(buckling_width(h / 30), narrow_rim_width(h / 30), rtol=0.02)
width_b = buckling_width(h)
s_b = (1 - width_b / R)**2

# Limiting thicknesses from the energy balance
h_net_dry = gamma_dry * M / sigma**2
h_net_humid = gamma_humid * M / sigma**2
h_edge_dry = h_net_dry / front_rate(1.0, nu)
h_edge_humid = h_net_humid / front_rate(1.0, nu)
k = (1 + nu) / (1 - nu)
s_equal = np.sqrt(k * (1 + k)) - k
assert abs(front_rate_numeric(s_equal, nu) - 1) < 2e-3


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


show("Young's modulus E", E / giga, "GPa")
show("Poisson ratio nu", nu)
show("film stress sigma", sigma / mega, "MPa")
show("film thickness h", h / nano, "nm")
show("pad radius R", R / micro, "um")
show("biaxial modulus M", M / giga, "GPa")
show("misfit strain", 100 * strain0, "%")
show("energy density", sigma**2 / M / 1e3, "kJ/m^3")
show("complete release g0", g0, "J/m^2")
show("complete release g0", g0 * 1e3, "mJ/m^2")
show("first stage, x released with y held", g0 * (1 + nu) / 2, "J/m^2")
show("second stage, y released", g0 * (1 - nu) / 2, "J/m^2")
show("constant k", k)
show("G/g0 at start (s=1)", front_rate(1.0, nu))
show("G/g0 at half area (s=0.5)", front_rate(0.5, nu))
show("G/g0 at end (s=0)", front_rate(0.0, nu))
show("G at end (s=0)", g0 * front_rate(0.0, nu), "J/m^2")
show("bonded area fraction where G=g0", s_equal)
print(f"area mean of G/g0, finite elements: {mean_rate:.5f}")
print(f"interior patch, energy kept/initial: {patch_ratio:.5f}")
show("adhesion energy, dry", gamma_dry, "J/m^2")
show("adhesion energy, humid", gamma_humid, "J/m^2")
show("g0 / dry adhesion energy", g0 / gamma_dry)
show("g0 / humid adhesion energy", g0 / gamma_humid)
show("net-release thickness, dry", h_net_dry / micro, "um")
show("edge-front thickness, dry", h_edge_dry / micro, "um")
show("net-release thickness, humid", h_net_humid / micro, "um")
show("edge-front thickness, humid", h_edge_humid / micro, "um")
show("film thermal expansion", alpha_film * 1e6, "ppm/K")
show("wafer thermal expansion", alpha_wafer * 1e6, "ppm/K")
show("reference temperature", T_room, "C")
show(f"stress at {T_hot:.0f} C", stress_at(T_hot) / mega, "MPa")
show(f"g0 at {T_hot:.0f} C", g_hot, "J/m^2")
show(f"stress at {T_cold:.0f} C", stress_at(T_cold) / mega, "MPa")
show(f"g0 at {T_cold:.0f} C", g_cold, "J/m^2")
show("stress gradient amplitude", gradient / mega, "MPa")
show("gradient energy / g0", 100 * gradient_fraction, "%")
show("wafer biaxial modulus", M_wafer / giga, "GPa")
show("wafer thickness", H_wafer / micro, "um")
show("wafer energy / film energy", 100 * wafer_fraction, "%")
show("copper Young's modulus", E_cu / giga, "GPa")
show("copper Poisson ratio", nu_cu)
show("copper stress", sigma_cu / mega, "MPa")
show("copper thickness", h_cu / nano, "nm")
show("copper layer energy alone", g_cu, "J/m^2")
show("film+copper, released flat", g_pair_flat, "J/m^2")
show("film+copper, upper bound", g0 + g_cu, "J/m^2")
show("rim width at buckling", width_b / micro, "um")
show("narrow-rim estimate of that width", narrow_rim_width(h) / micro, "um")
show("bonded area fraction at buckling", s_b)
show("G/g0 at buckling", front_rate(s_b, nu))
show("thickness / pad radius", 100 * h / R, "%")
print("no test failed")
```

It prints:

```
Young's modulus E: 8 GPa
Poisson ratio nu: 0.25
film stress sigma: 50 MPa
film thickness h: 500 nm
pad radius R: 200 um
biaxial modulus M: 10.67 GPa
misfit strain: 0.4688 %
energy density: 234.4 kJ/m^3
complete release g0: 0.1172 J/m^2
complete release g0: 117.2 mJ/m^2
first stage, x released with y held: 0.07324 J/m^2
second stage, y released: 0.04395 J/m^2
constant k: 1.667
G/g0 at start (s=1): 0.625
G/g0 at half area (s=0.5): 0.9467
G/g0 at end (s=0): 1.6
G at end (s=0): 0.1875 J/m^2
bonded area fraction where G=g0: 0.4415
area mean of G/g0, finite elements: 1.00000
interior patch, energy kept/initial: 1.00000
adhesion energy, dry: 3 J/m^2
adhesion energy, humid: 1 J/m^2
g0 / dry adhesion energy: 0.03906
g0 / humid adhesion energy: 0.1172
net-release thickness, dry: 12.8 um
edge-front thickness, dry: 20.48 um
net-release thickness, humid: 4.267 um
edge-front thickness, humid: 6.827 um
film thermal expansion: 12 ppm/K
wafer thermal expansion: 2.6 ppm/K
reference temperature: 25 C
stress at 125 C: 39.97 MPa
g0 at 125 C: 0.0749 J/m^2
stress at -40 C: 56.52 MPa
g0 at -40 C: 0.1497 J/m^2
stress gradient amplitude: 10 MPa
gradient energy / g0: 1.333 %
wafer biaxial modulus: 180 GPa
wafer thickness: 775 um
wafer energy / film energy: 0.01529 %
copper Young's modulus: 120 GPa
copper Poisson ratio: 0.34
copper stress: 200 MPa
copper thickness: 500 nm
copper layer energy alone: 0.11 J/m^2
film+copper, released flat: 0.1624 J/m^2
film+copper, upper bound: 0.2272 J/m^2
rim width at buckling: 19.84 um
narrow-rim estimate of that width: 19.51 um
bonded area fraction at buckling: 0.8115
G/g0 at buckling: 0.7237
thickness / pad radius: 0.25 %
no test failed
```
